# Orbital angular momentum in t2g and eg: the minus sign explained

**Question**

I have to write $L_x$, $L_y$ and $L_z$ in the basis of real d orbitals, project them onto the $t_{2g}$ orbitals, and show that the projection is minus an $l=1$ angular momentum, while the $e_g$ block vanishes.

I get stuck in two places. When I apply $L_x$ to $yz$ I obtain $y^2-z^2$, which is not one of my basis functions. I also don't see what the minus sign can mean. Each component of an $l=1$ angular momentum has eigenvalues $-1,0,1$, and this set doesn't change if I reverse its sign. Can't I remove the minus by redefining the orbitals? And if it is real, what does it change physically?

**Answer**

The function $y^2-z^2$ is a combination of the two $e_g$ orbitals, so your first calculation was going well. The minus sign can't be removed by redefining orbitals: it shows up in the commutators, and it reverses the order of the spin-orbit levels.

**Basis and conventions**

I use $\hbar=1$ and $\mathbf L=-i\,\mathbf r\times\nabla$, so that

$$L_x=-i(y\partial_z-z\partial_y),\quad L_y=-i(z\partial_x-x\partial_z),\quad L_z=-i(x\partial_y-y\partial_x).$$

These operators give zero on any function of $r$ alone. The common radial factor of the d orbitals therefore passes through them, and it is enough to work with polynomials on the unit sphere. With $x,y,z$ along the cubic axes and $N=\sqrt{15/4\pi}$, the orbitals are

$$|yz\rangle=N\,yz,\qquad |zx\rangle=N\,zx,\qquad |xy\rangle=N\,xy,$$

$$|u\rangle=\frac{N}{2\sqrt3}(2z^2-x^2-y^2),\qquad |v\rangle=\frac N2(x^2-y^2).$$

The first three span $t_{2g}$ and the last two span $e_g$. The factors follow from $\int x^4d\Omega=4\pi/5$ and $\int x^2y^2d\Omega=4\pi/15$. In units of $4\pi/15$, the squared norms of $yz$, $2z^2-x^2-y^2$ and $x^2-y^2$ are $1$, $18-6=12$ and $6-2=4$.

Your difficulty with $y^2-z^2$ is settled by three identities, which you can check by inserting the definitions:

$$N(y^2-z^2)=-\sqrt3\,|u\rangle-|v\rangle,$$
$$N(z^2-x^2)=\sqrt3\,|u\rangle-|v\rangle,$$
$$N(x^2-y^2)=2|v\rangle.$$

For the first, the right side is $N[-z^2+\tfrac12(x^2+y^2)-\tfrac12(x^2-y^2)]=N(y^2-z^2)$.

**The three matrices**

Differentiation gives, for $L_x$,

$$L_x|yz\rangle=-iN(y^2-z^2)=i\sqrt3\,|u\rangle+i|v\rangle,$$
$$L_x|zx\rangle=-iN\,yx=-i|xy\rangle,$$
$$L_x|xy\rangle=-iN(-zx)=i|zx\rangle.$$

For $L_y$,

$$L_y|yz\rangle=-iN(-xy)=i|xy\rangle,$$
$$L_y|zx\rangle=-iN(z^2-x^2)=-i\sqrt3\,|u\rangle+i|v\rangle,$$
$$L_y|xy\rangle=-iN\,zy=-i|yz\rangle.$$

For $L_z$,

$$L_z|yz\rangle=-iN\,xz=-i|zx\rangle,$$
$$L_z|zx\rangle=-iN(-yz)=i|yz\rangle,$$
$$L_z|xy\rangle=-iN(x^2-y^2)=-2i|v\rangle.$$

For the $e_g$ orbitals we need the action on squares:

| | $x^2$ | $y^2$ | $z^2$ |
|---|---|---|---|
| $L_x$ | $0$ | $2i\,yz$ | $-2i\,yz$ |
| $L_y$ | $-2i\,zx$ | $0$ | $2i\,zx$ |
| $L_z$ | $2i\,xy$ | $-2i\,xy$ | $0$ |

Every nonzero entry is proportional to a product of two different coordinates, hence a $t_{2g}$ function. Inserting the entries in $u$ and $v$ gives

$$L_x|u\rangle=\frac{-4i-2i}{2\sqrt3}|yz\rangle=-i\sqrt3\,|yz\rangle,\qquad L_x|v\rangle=-i|yz\rangle,$$
$$L_y|u\rangle=\frac{4i+2i}{2\sqrt3}|zx\rangle=i\sqrt3\,|zx\rangle,\qquad L_y|v\rangle=-i|zx\rangle,$$
$$L_z|u\rangle=0,\qquad L_z|v\rangle=\frac{2i+2i}{2}|xy\rangle=2i|xy\rangle.$$

The image of each orbital is a column of the matrix. In the order $yz,zx,xy,u,v$,

$$L_x=i\begin{pmatrix}0&0&0&-\sqrt3&-1\\0&0&1&0&0\\0&-1&0&0&0\\\sqrt3&0&0&0&0\\1&0&0&0&0\end{pmatrix},$$

$$L_y=i\begin{pmatrix}0&0&-1&0&0\\0&0&0&\sqrt3&-1\\1&0&0&0&0\\0&-\sqrt3&0&0&0\\0&1&0&0&0\end{pmatrix},$$

$$L_z=i\begin{pmatrix}0&1&0&0&0\\-1&0&0&0&0\\0&0&0&0&2\\0&0&0&0&0\\0&0&-2&0&0\end{pmatrix}.$$

Each is $i$ times a real antisymmetric matrix, and so Hermitian.

**The $e_g$ block**

Let $P$ project onto $t_{2g}$ and $Q=1-P$ onto $e_g$. The lower right $2\times2$ blocks are zero:

$$QL_kQ=0,\qquad k=x,y,z.$$

The reason is the table above: $L_k$ sends every $e_g$ function into $t_{2g}$. Any state within $e_g$, including one with complex coefficients, therefore has $\langle\mathbf L\rangle=0$. The blocks connecting $e_g$ to $t_{2g}$ do not vanish.

**The $t_{2g}$ block**

Now take the p functions $x,y,z$, which share a common normalization. The same operators give

$$L_xx=0,\quad L_xy=iz,\quad L_xz=-iy,$$
$$L_yx=-iz,\quad L_yy=0,\quad L_yz=ix,$$
$$L_zx=iy,\quad L_zy=-ix,\quad L_zz=0.$$

(Here $L_yz$ means $L_y$ acting on the function $z$, and so on.) Call the resulting $3\times3$ matrices $l_k$. In index form, $(l_k)_{ab}=-i\varepsilon_{kab}$.

Pair each $t_{2g}$ orbital with the coordinate missing from its name:

$$yz\leftrightarrow x,\qquad zx\leftrightarrow y,\qquad xy\leftrightarrow z.$$

Under this pairing $L_xy=iz$ is to be compared with $PL_x|zx\rangle=-i|xy\rangle$, and $L_xz=-iy$ with $PL_x|xy\rangle=i|zx\rangle$. Both signs are opposite. Also $PL_x|yz\rangle=0$, matching $L_xx=0$. The $y$ and $z$ components compare in the same way, so

$$M_k\equiv PL_kP=-l_k,\qquad k=x,y,z.$$

The states show where the sign comes from. The p state with $l_z=+1$ is proportional to $x+iy$. Its partner in $t_{2g}$ is proportional to

$$yz+i\,zx=iz(x-iy),$$

which has true $L_z=-1$. The partner of the p state $z$ is $xy\propto(x+iy)^2-(x-iy)^2$, an equal mixture of $L_z=\pm2$ with mean zero.

**Can the sign be removed?**

For one component, yes: $M_z$ and $l_z$ have the same eigenvalues, so some unitary matrix turns one into the other. For all three components together, no. Since $l_k$ is a genuine angular momentum,

$$[M_x,M_y]=[l_x,l_y]=il_z=-iM_z,$$

whereas $[L_x,L_y]=iL_z$. Suppose a unitary $U$ gave $UM_kU^\dagger=l_k$ for all three $k$. Transforming the commutator would give $[l_x,l_y]=-il_z$, which contradicts $[l_x,l_y]=il_z$ because $l_z\neq0$.

Redefining orbitals can still hide the pattern. Reversing the sign of $|xy\rangle$ alone changes the signs of $M_x$ and $M_y$ but not of $M_z$. You would then read $M_x=l_x$, $M_y=l_y$, $M_z=-l_z$, and the commutator would still be $[M_x,M_y]=-iM_z$. The element-by-element equality $M_k=-l_k$ thus depends on orbital signs and pairing, while the commutator does not.

How can a projection reverse a commutator? Inserting $P+Q=1$ between the factors gives

$$P[L_x,L_y]P=[M_x,M_y]+K,\qquad K=PL_xQL_yP-PL_yQL_xP.$$

The left side is $iM_z$ and the first term on the right is $-iM_z$, so $K=2iM_z$. The route through $e_g$, which the projection discards, carries twice the required commutator. As a check from the matrices, take the $(yz,zx)$ element of $K$. The second term contributes nothing, because $L_y$ has no element between $yz$ and either $e_g$ orbital. The first term, summed over $u$ and $v$, gives

$$(-i\sqrt3)(-i\sqrt3)+(-i)(i)=-3+1=-2,$$

and $2i(M_z)_{yz,zx}=2i\cdot i=-2$.

The squared length is shared in a similar way. On $t_{2g}$, $\sum_kM_k^2=\sum_kl_k^2=2$, while $L^2=6$. The remaining $4$ comes from the route through $e_g$.

**What the sign does to spin-orbit levels**

Take one electron with spin $\mathbf S$ and spin-orbit energy $\zeta X$, where $X=\mathbf L\cdot\mathbf S$ and $\zeta>0$. Within $t_{2g}$ the operator becomes

$$A=PXP=-\mathbf l\cdot\mathbf S.$$

Because $\mathbf l$ obeys the standard commutators, $\mathbf j=\mathbf l+\mathbf S$ is an angular momentum with $j=\tfrac12$ or $\tfrac32$, and

$$\mathbf l\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]=\begin{cases}-1,&j=\tfrac12\\[2pt]+\tfrac12,&j=\tfrac32.\end{cases}$$

So $A=1$ on the doublet $j=\tfrac12$ and $A=-\tfrac12$ on the quartet $j=\tfrac32$. The quartet lies lower, at $-\zeta/2$, and the doublet lies at $\zeta$. In a p shell with $\zeta>0$ the doublet would be the lower level.

**How good is the projection?**

Let the cubic field raise $e_g$ by $\Delta>0$, so that $H=\Delta Q+\zeta X$. In the full d shell the total angular momentum $J$ is $\tfrac52$ or $\tfrac32$, and $X=\tfrac12[J(J+1)-6-\tfrac34]$ equals $1$ or $-\tfrac32$. Hence $(X-1)(X+\tfrac32)=0$, or

$$X^2+\tfrac12X-\tfrac32=0.$$

Put $P$ on both sides and use $PX^2P=A^2+PXQXP$:

$$PXQXP=\tfrac32P-\tfrac12A-A^2.$$

On the doublet this is $\tfrac32-\tfrac12-1=0$. For a doublet state $\phi$ it follows that $\|QX\phi\|^2=0$: spin-orbit coupling does not connect it to $e_g$. In this model the doublet is an exact eigenstate at energy $\zeta$ for any $\Delta$.

On the quartet the value is $\tfrac32+\tfrac14-\tfrac14=\tfrac32$. For a normalized quartet state $\phi$, define the normalized $e_g$ state $\chi=QX\phi/\sqrt{3/2}$. Then

$$H\phi=-\tfrac{\zeta}{2}\phi+\sqrt{\tfrac32}\,\zeta\,\chi,\qquad H\chi=\Delta\chi+\sqrt{\tfrac32}\,\zeta\,\phi.$$

The second equation has no further spin-orbit term on $\chi$, because $QL_kQ=0$ implies $QXQ=0$. The pair closes, and the $2\times2$ problem gives two fourfold levels:

$$E_\pm=\frac{\Delta-\zeta/2}{2}\pm R,\qquad R=\sqrt{h^2+\tfrac32\zeta^2},\qquad h=\frac{\Delta+\zeta/2}{2}.$$

For $\zeta\ll\Delta$, $R\approx h+3\zeta^2/(4h)$ and $h\approx\Delta/2$, so the lower quartet shifts by $-3\zeta^2/(2\Delta)$ to leading order. At the other end, $\Delta=0$ gives $R=5\zeta/4$ and $E_\pm=\zeta,-\tfrac32\zeta$, the free-shell values. There the $t_{2g}$ projection is no longer a useful approximation.

**A numerical example**

Take the round model parameters $\zeta=0.40$ eV and $\Delta=3.0$ eV. The projection puts the quartet at $-0.20$ eV and the doublet at $0.40$ eV, a splitting of $0.60$ eV. For the full shell, $h=1.6$ eV and

$$R=\sqrt{1.6^2+1.5\times0.40^2}\ \text{eV}=\sqrt{2.80}\ \text{eV}=1.673\ \text{eV},$$

$$E_-=1.4-1.673=-0.273\ \text{eV},\qquad E_+=1.4+1.673=3.073\ \text{eV}.$$

The doublet stays at $0.40$ eV, so the splitting becomes $0.673$ eV ($0.0247$ hartree), about 12% above the projected value. The lower quartet has moved by $-0.073$ eV; the leading estimate is $-0.080$ eV.

The $e_g$ weight $w$ of the lower quartet follows from $w=\langle Q\rangle=\partial E_-/\partial\Delta$:

$$w=\tfrac12\left(1-\frac hR\right)=\tfrac12\left(1-\frac{1.6}{1.673}\right)\approx0.022.$$

A weight of about 2% thus accompanies a 12% change in the splitting. The weight is of order $(\zeta/\Delta)^2$, but the energy shift is of order $\zeta^2/\Delta$ and is compared with a splitting of order $\zeta$, so the relative change is of order $\zeta/\Delta$.

**The sign in the magnetic moment**

Consider the doublet state with $j_z=+\tfrac12$. Write it as $a|l_z{=}1,\downarrow\rangle+b|l_z{=}0,\uparrow\rangle$. The raising operator $l_++S_+$ must annihilate it, which requires $a+\sqrt2\,b=0$. With normalization, $|a|^2=\tfrac23$ and $|b|^2=\tfrac13$. Therefore

$$\langle l_z\rangle=\tfrac23,\qquad \langle S_z\rangle=-\tfrac12\cdot\tfrac23+\tfrac12\cdot\tfrac13=-\tfrac16.$$

The state lies wholly in $t_{2g}$, so the true orbital value is $\langle L_z\rangle=-\langle l_z\rangle=-\tfrac23$. With spin $g$-factor 2,

$$\langle L_z+2S_z\rangle=-\tfrac23-\tfrac13=-1.$$

Orbital and spin parts add. If you forgot the minus sign and used $+\tfrac23$ for the orbital part, you would get $\tfrac13$, wrong in both size and sign.

**Conditions**

The block identities hold for pure d functions defined on the cubic axes. If the crystal orbitals contain ligand functions, or if a lower symmetry selects a different set of three orbitals, the matrix elements of $\mathbf L$ must be computed again for those states. The levels above also leave out electron-electron repulsion, since they describe a single electron.

The numerical check builds the $L_k$ matrices by angular integration and from ladder operators, and diagonalizes the full ten-state Hamiltonian.

## Computed results

```
Basis order: yz, zx, xy, z2, x2-y2
Im Lx (hbar), real part zero:
  0.0000   0.0000   0.0000  -1.7321  -1.0000
  0.0000   0.0000   1.0000   0.0000   0.0000
  0.0000  -1.0000   0.0000   0.0000   0.0000
  1.7321   0.0000   0.0000   0.0000   0.0000
  1.0000   0.0000   0.0000   0.0000   0.0000
Im Ly (hbar), real part zero:
  0.0000   0.0000  -1.0000   0.0000   0.0000
  0.0000   0.0000   0.0000   1.7321  -1.0000
  1.0000   0.0000   0.0000   0.0000   0.0000
  0.0000  -1.7321   0.0000   0.0000   0.0000
  0.0000   1.0000   0.0000   0.0000   0.0000
Im Lz (hbar), real part zero:
  0.0000   1.0000   0.0000   0.0000   0.0000
 -1.0000   0.0000   0.0000   0.0000   0.0000
  0.0000   0.0000   0.0000   0.0000   2.0000
  0.0000   0.0000   0.0000   0.0000   0.0000
  0.0000   0.0000  -2.0000   0.0000   0.0000
Largest |P L P + l| (hbar): 2e-15
Largest |eg block| (hbar): 7e-17
L^2 on t2g, path inside t2g (hbar^2): 2.0000
L^2 on t2g, path through eg (hbar^2): 4.0000
L.S eigenvalues in t2g (hbar^2):  -0.5000  -0.5000  -0.5000  -0.5000   1.0000   1.0000
l.S eigenvalues in p shell (hbar^2):  -1.0000  -1.0000   0.5000   0.5000   0.5000   0.5000
Eigenvalues of PXQXP (hbar^4):   0.0000   0.0000   1.5000   1.5000   1.5000   1.5000
zeta (eV): 0.40
delta (eV): 3.00
Projected quartet (eV): -0.2000
Projected doublet (eV): 0.4000
Full lower quartet (eV): -0.2733
Full doublet (eV): 0.4000
Full upper quartet (eV): 3.0733
Shift of lower quartet, full (eV): -0.0733
Shift, leading estimate (eV): -0.0800
Shift ratio full/leading at delta = 300 eV: 0.99933
Splitting, projected (eV): 0.6000
Splitting, full (eV): 0.6733
Splitting, full (hartree): 0.02474
eg weight in lower quartet (fraction): 0.0219
Doublet, j_z=+1/2: <Lz> (hbar): -0.6667
Doublet, j_z=+1/2: <Sz> (hbar): -0.1667
Doublet, j_z=+1/2: <Lz+2Sz> (hbar): -1.0000
Same with wrong sign of L (hbar): 0.3333
```
